Mulliken populations from tr(PS), and why they can leave 0–2

A population analysis assigns −0.23 electrons to one basis function and 2.23 to another. Someone must decide whether to search the calculation for an error, or to keep the density and stop reading these numbers as orbital occupations. The decision depends on what a gross population is. If it were an occupation, the Pauli principle would confine it to the range from 0 to 2, and the calculation would have to be wrong. Two derivations show that it is something else, and how far outside that range it can go in the smallest case.

**Setting and conventions**

N electrons fill real, orthonormal molecular orbitals (MOs) in pairs. Each MO is expanded in real basis functions φ_μ, which are normalized and linearly independent but not orthogonal:

ψ_i = Σ_μ c_μi φ_μ

S_μν = ⟨φ_μ|φ_ν⟩, S_μμ = 1

P_μν = 2 Σ_i c_μi c_νi

The sum over i runs over the occupied MOs, and the factor 2 counts the two spins. Both S and P are symmetric. Populations are in electrons.

**First derivation: dividing the integrated density**

The electron density is the sum of the squared MOs, each counted twice. Inserting the expansion gives

ρ(r) = 2 Σ_i ψ_i(r)² = 2 Σ_i Σ_μν c_μi c_νi φ_μ(r) φ_ν(r) = Σ_μν P_μν φ_μ(r) φ_ν(r).

Now integrate over space. On the left, each normalized MO contributes 2, so the result is N. On the right, each product of basis functions becomes an overlap:

N = Σ_μν P_μν S_νμ = Σ_μ (PS)_μμ = tr(PS).

The diagonal terms have S_μμ = 1. The off-diagonal terms occur in equal pairs, because P_μν S_νμ = P_νμ S_μν. Hence

N = Σ_μ P_μμ + Σ_{μ<ν} 2P_μν S_μν.

The first sum contains the net populations P_μμ, each belonging to one function. The second contains the overlap populations 2P_μν S_μν, each belonging to a pair. To have numbers for single functions that still add up to N, Mulliken's convention gives half of each overlap population to each partner. The result is the gross population:

q_μ = P_μμ + Σ_{ν≠μ} P_μν S_νμ = (PS)_μμ.

The trace does not force this choice. Shares w and 1−w of each overlap population would give the same total for any w.

For an atom A, the gross populations of its functions are added:

q_A = Σ_{μ∈A} Σ_{ν∈A} P_μν S_νμ + Σ_{μ∈A} Σ_{ν∉A} P_μν S_νμ.

In the first double sum each pair on A appears twice, so its whole overlap population stays on A. In the second, each pair shared with another atom appears once, which is half of its overlap population. The atomic charge, in units of the elementary charge, is Z_A − q_A if all electrons are treated.

A model case illustrates this. It has three s-type Gaussians, two on atom A with exponents 0.5 and 1.2 bohr⁻² and one on atom B, 1.5 bohr away, with exponent 0.8 bohr⁻². The two filled MOs are the lowest solutions of FC = SCε for an arbitrarily chosen symmetric matrix with F_11 = −1.0, F_22 = −0.2, F_33 = −0.7, F_12 = −0.3, F_13 = −0.5 and F_23 = 0.4, which is not the Hamiltonian of a real molecule. The gross populations are 3.010 and 0.296 on A and 0.694 on B. The atomic populations are therefore 3.306 and 0.694, with the sum 4.000. One function already exceeds two here, although none is negative.

Now take two functions with overlap S and one doubly occupied MO, ψ = c_1φ_1 + c_2φ_2. Its normalization is

c_1² + c_2² + 2c_1c_2S = 1.

With P_11 = 2c_1², P_12 = 2c_1c_2 and P_22 = 2c_2², the gross populations are

q_1 = 2c_1² + 2c_1c_2S = 2c_1(c_1 + Sc_2)

q_2 = 2c_2² + 2c_1c_2S = 2c_2(c_2 + Sc_1).

Their sum is twice the left side of the normalization condition, so q_1 + q_2 = 2. If one is negative, the other must exceed two.

To find the sign of q_1, set r = c_1/c_2. (If c_2 = 0, then c_1² = 1 and q_1 = 2.) The normalization gives c_2² = 1/(1 + 2Sr + r²), and so

q_1 = 2r(r + S)/(1 + 2Sr + r²).

The denominator equals (r + S)² + 1 − S². It is positive, because linear independence requires |S| < 1. For S > 0 the numerator is negative exactly when

−S < r < 0.

The MO must therefore contain φ_1 with a coefficient of opposite sign to that of φ_2 and of smaller magnitude, |c_1| < S|c_2|; it need not be small in absolute terms. The net population 2c_1² is quadratic in c_1, while the half share 2c_1c_2S of the negative overlap population is linear in it. For |c_1| < S|c_2| the linear term wins. For S < 0, reversing the sign of φ_1 restores the case just treated.

The range of q_1 follows from asking which values a real r can produce. Write q_1 = 2λ and clear the denominator:

λ(1 + 2Sr + r²) = r² + Sr

(1 − λ)r² + S(1 − 2λ)r − λ = 0.

For λ ≠ 1 this is a quadratic equation, and it has a real root if and only if its discriminant is not negative:

S²(1 − 2λ)² + 4λ(1 − λ) ≥ 0.

Since 4λ(1 − λ) = 1 − (1 − 2λ)², this becomes

1 − (1 − S²)(1 − 2λ)² ≥ 0,

and with 2λ = q_1

|q_1 − 1| ≤ 1/√(1 − S²).

The value λ = 1 left aside above also satisfies this. For S ≠ 0, equality makes the discriminant zero, which leaves one real root, so both ends are reached. At the lower end, with k = √(1 − S²), we have 1 − 2λ = 1/k and 2(1 − λ) = 1 + 1/k. The double root is then

r = −S(1 − 2λ)/[2(1 − λ)] = −S/(1 + k).

For S = 0 the range is 0 to 2, as for orthogonal functions. For small S, 1/k ≈ 1 + S²/2, so the lowest value is about −S²/2. At S = 0.2 it is −0.021, at S = 0.6 it is −0.250, and at S = 0.8 it is −0.667. As S approaches 1 the range grows without limit, because two nearly identical functions can enter a normalized MO with large coefficients of opposite sign.

**Second derivation: resolving the trace with dual functions**

This route uses no integrated products and no halving. It starts from the fact that two different numbers describe how much of φ_μ is in an MO: the coefficient c_μi and the projection ⟨φ_μ|ψ_i⟩. In an orthonormal basis they coincide.

The coefficient can also be written as a projection, but onto another function. Define the dual functions

φ̃_μ = Σ_ν (S⁻¹)_μν φ_ν.

The inverse exists because the basis is linearly independent. Then

⟨φ̃_μ|φ_ν⟩ = Σ_λ (S⁻¹)_μλ S_λν = δ_μν,

and applying ⟨φ̃_μ| to the expansion of ψ_i gives ⟨φ̃_μ|ψ_i⟩ = c_μi. Consequently Σ_μ |φ_μ⟩⟨φ̃_μ| leaves every function in the span of the basis unchanged. It may be inserted into the norm of each MO:

N = 2 Σ_i ⟨ψ_i|ψ_i⟩ = Σ_μ [ 2 Σ_i ⟨ψ_i|φ_μ⟩⟨φ̃_μ|ψ_i⟩ ].

The trace is now a sum with one term for each basis function. Using ⟨ψ_i|φ_μ⟩ = Σ_ν c_νi S_νμ, that term is

2 Σ_i c_μi Σ_ν c_νi S_νμ = Σ_ν P_μν S_νμ = (PS)_μμ = q_μ.

This is the same gross population. Its part with ν = μ is the net population, P_μμ = 2 Σ_i ⟨φ̃_μ|ψ_i⟩². The part P_μν S_νμ with ν ≠ μ appears once in q_μ and, by symmetry, with equal value in q_ν. Together the two make the overlap population.

The formula shows why the sign is free. A gross population is a sum of products of two different projections, and such a product can be negative. The occupation of the normalized function φ_μ, counting both spins, is instead

n_μ = 2 Σ_i ⟨φ_μ|ψ_i⟩² = (SPS)_μμ.

It is a sum of squares, so it is not negative. By Bessel's inequality the squared projections of a normalized function onto orthonormal MOs add up to at most 1, so n_μ ≤ 2. This is the quantity that the Pauli principle limits. Its drawback is that the n_μ of overlapping functions do not in general add up to N.

For two functions the range can now be read from a plane figure. Treat the functions as vectors whose scalar product is the overlap. Let θ be the angle between φ_1 and φ_2, so that cos θ = S and sin θ = √(1 − S²), and let α be the angle from φ_1 to the normalized MO:

φ_1 = (1, 0), φ_2 = (cos θ, sin θ), ψ = (cos α, sin α).

The dual vector φ̃_1 must be perpendicular to φ_2 and have scalar product 1 with φ_1. These conditions give φ̃_1 = (1, −cos θ/sin θ). The two projections are

⟨φ_1|ψ⟩ = cos α

⟨φ̃_1|ψ⟩ = cos α − sin α cos θ/sin θ = sin(θ − α)/sin θ.

Twice their product is the gross population. With 2 sin A cos B = sin(A + B) + sin(A − B), where A = θ − α and B = α,

q_1 = 2 cos α sin(θ − α)/sin θ = 1 + sin(θ − 2α)/sin θ.

As the MO turns through all directions, sin(θ − 2α) takes every value from −1 to 1. Therefore q_1 covers the range from 1 − 1/√(1 − S²) to 1 + 1/√(1 − S²), as before. For S > 0 the angle θ is less than 90°, and q_1 is negative when θ < α < 90°: the MO lies beyond φ_2 as seen from φ_1, but has not yet become perpendicular to φ_1. The lowest value lies midway, at α = θ/2 + 45°.

**A lowest orbital that shows the effect**

The range covers all conceivable MOs. Whether the lowest MO of a Hamiltonian falls in the negative region depends on the matrix elements H_11, H_22 and H_12. Write b_1 = c_1 + Sc_2 and b_2 = c_2 + Sc_1 for the projections onto φ_1 and φ_2, so that q_1 = 2c_1b_1 and q_2 = 2c_2b_2. The function χ = φ_1 − Sφ_2 is orthogonal to φ_2, and

ψ = c_1χ + b_2φ_2.

Projecting (H − E)ψ = 0 onto φ_2, with ⟨φ_2|H|χ⟩ = H_12 − SH_22, gives

c_1(H_12 − SH_22) + b_2(H_22 − E) = 0.

Multiply this by b_2, and do the same with the labels exchanged:

c_1b_2(H_12 − SH_22) = −b_2²(H_22 − E)

c_2b_1(H_12 − SH_11) = −b_1²(H_11 − E).

The product of the two lines, with c_1b_1c_2b_2 = q_1q_2/4, is

q_1q_2(H_12 − SH_11)(H_12 − SH_22) = 4b_1²b_2²(H_11 − E)(H_22 − E).

The lowest energy E cannot lie above H_11 or H_22, which are the energies of the trial functions φ_1 and φ_2. The right side is therefore not negative.

It is also not zero when both brackets on the left differ from zero. If b_2 = 0, the projected equation gives c_1 = 0, and then c_2 = b_2 − Sc_1 = 0, which is impossible. If E = H_22, it again gives c_1 = 0, so ψ = ±φ_2; projecting onto φ_1 then requires H_12 = SH_22, against the assumption. The same holds with the labels exchanged.

So, with both brackets nonzero, one gross population of the lowest MO is negative if and only if H_12 lies between SH_11 and SH_22. For S > 0 and H_22 < H_11 it is q_1. In that case the two lines above give c_1b_2 < 0 and c_2b_1 > 0. Choose c_2 > 0, so that b_1 > 0. A positive c_1 would make b_2 positive and contradict c_1b_2 < 0. Hence c_1 < 0 and q_1 = 2c_1b_1 < 0. The function of higher diagonal energy carries the negative number.

Take the model parameters S = 0.6, H_11 = −2 eV, H_22 = −10 eV and H_12 = −3 eV. The critical interval runs from 0.6 × (−10) = −6 eV to 0.6 × (−2) = −1.2 eV, and H_12 has been chosen to lie inside it. By the measure of a common empirical rule this coupling is weak. The Wolfsberg–Helmholz rule H_12 = KS(H_11 + H_22)/2 with K = 1.75 would give −6.3 eV, outside the interval; for H_22 < H_11 < 0 that rule falls inside only when |H_11| < (2/K − 1)|H_22| = |H_22|/7. With E in eV, the secular equation is

(−2 − E)(−10 − E) − (−3 − 0.6E)² = 0

0.64E² + 8.4E + 11 = 0.

Its roots are −11.650 and −1.475 eV. For the lower one, the first row of the secular equations, (H_11 − E)c_1 + (H_12 − ES)c_2 = 0, gives

r = −(−3 + 0.6 × 11.650)/(−2 + 11.650) = −3.990/9.650 = −0.4135.

This lies between −0.6 and 0, near the ratio −0.333 at which q_1 is lowest. Normalization gives c_1 = −0.5033 and c_2 = 1.2173, and then

net populations: 2c_1² = 0.507, 2c_2² = 2.964

overlap population: 4c_1c_2S = −1.471, half of it −0.735

q_1 = 0.507 − 0.735 = −0.229 (from unrounded values)

q_2 = 2.964 − 0.735 = 2.229.

The sum is 2, and q_1 stays above its lower bound of −0.250. The product form gives the same value: b_1 = −0.5033 + 0.6 × 1.2173 = 0.2271, and 2 × (−0.5033) × 0.2271 = −0.229. The occupations in the Pauli sense are n_1 = 2b_1² = 0.103 and n_2 = 1.676. Both are within 0 to 2, but they add up to 1.779.

With the stronger coupling H_12 = −8 eV, outside the interval, the lowest MO has coefficients of equal sign, an overlap population of 0.391, and gross populations of 0.265 and 1.735.

If the upper MO is filled as well, the anomaly disappears. For the square matrix C of all coefficients, orthonormality reads CᵀSC = 1. Hence CCᵀ = S⁻¹, P = 2S⁻¹ and PS = 2·1, so each function has a gross population of 2. The upper MO contributes 2.229 to φ_1 and −0.229 to φ_2.

The numerical check tests the range, the criterion and these populations numerically. It also integrates the populations in space, with two Gaussians placed so that S = 0.6.

**What each derivation assumes**

Both derivations need a linearly independent basis and orthonormal, doubly occupied MOs. In both, the range 1 ± 1/√(1 − S²) is restricted to two functions and one such MO. In the three-function case one population, 3.010, exceeds two while none is negative, which cannot happen with two functions and one MO. Results for the smallest case therefore do not carry over unchanged to a larger system.

They differ in where the convention enters. The first derivation works with the density in space and must add a rule, the equal division of each overlap population. The density itself is nowhere negative; the share assigned to φ_1, which is the integral of 2c_1φ_1ψ, has an integrand that can be. The second derivation needs no rule for halving, but it chooses to resolve the trace with the pairs φ_μ and φ̃_μ. That choice is equally free.

Another choice uses the orthonormal functions χ_μ = Σ_ν (S^−1/2)_μν φ_ν. Their projections onto the MOs are

⟨χ_μ|ψ_i⟩ = Σ_ν (S^1/2)_μν c_νi,

and the populations 2 Σ_i ⟨χ_μ|ψ_i⟩² are the diagonal elements of S^1/2 P S^1/2. These are the Löwdin populations. They add up to tr(S^1/2 P S^1/2) = tr(PS) = N, and each lies between 0 and 2 by the same argument as for n_μ. They too depend on the chosen basis.

This settles the opening question. A gross population of −0.23 is not by itself evidence of a faulty calculation, although for two functions and one MO the bound 1 − 1/√(1 − S²) admits it only when |S| ≥ 0.582. What orthonormal, doubly occupied MOs do require is that tr(PS) equals N and that every (SPS)_μμ lies between 0 and 2; a violation of either would expose a fault. These conditions are necessary but not sufficient. Any such MOs satisfy them, whether or not they solve the right equations, and a faulty matrix can satisfy them too: for S = 0.6, the entries P_11 = 0.1, P_12 = −1 and P_22 = 3.1 give tr(PS) = 2 and (SPS)_μμ = 0.016 and 1.936, yet q_1 = −0.5 lies below the bound of −0.250. A sharper test follows from the matrix C of occupied coefficients: with P = 2CCᵀ and CᵀSC = 1, PSP = 4CCᵀSCCᵀ = 2P. This test applies only to doubly occupied MOs; a correct open-shell or correlated density, with single or fractional occupations, fails it. If a symmetric P passes and tr(PS) = N, then S^1/2 P S^1/2/2 is a projector of rank N/2, so P is the density of some set of orthonormal, doubly occupied MOs, and a negative gross population does not contradict the Pauli principle. Whether these are the right MOs is a separate question: the MO with c_1 = −0.5033 and c_2 = 1.2173 passes both checks whatever the Hamiltonian, but for H_12 = −8 eV its energy is −5.52 eV against −10.38 eV for the lowest MO, whose gross populations are both positive. Either way, gross populations of overlapping functions should not be read as occupations; in an orthonormal basis (PS)_μμ and (SPS)_μμ coincide. Where numbers between 0 and 2 that add up to N are needed, the Löwdin division supplies them.

Calculated quantities

```
Populations are in electrons
Overlap S = 0.6
H11, H22, H12 = -2.0, -10.0, -3.0 eV
Critical interval: S*H22 = -6.0 eV, S*H11 = -1.2 eV
Lower MO energy = -11.6496 eV
Upper MO energy = -1.4754 eV
Lower MO c1, c2 = -0.5033, 1.2173
Ratio c1/c2 = -0.4135
P11, P12, P22 = 0.5067, -1.2255, 2.9639
Net populations 1, 2 = 0.5067, 2.9639
Overlap population = -1.4705
Half the overlap population = -0.7353
Gross populations 1, 2 = -0.2286, 2.2286
Trace of PS = 2.0000
Projected occupations 1, 2 = 0.1031, 1.6757
Sum of projected occupations = 1.7789
Upper MO, if filled: gross 1, 2 = 2.2286, -0.2286
Ratio c1/c2 at the minimum of gross 1 = -0.3333
Range of a gross population, from the scan:
  S = 0.2: min -0.0206, max 2.0206
  S = 0.4: min -0.0911, max 2.0911
  S = 0.6: min -0.2500, max 2.2500
  S = 0.8: min -0.6667, max 2.6667
Gaussian exponent = 0.5 bohr^-2
Gaussian distance = 1.4294 bohr
Grid integral of density = 2.0000
Grid gross populations 1, 2 = -0.2286, 2.2286
Ordinary case: H12 = -8.0 eV
  lower MO energy = -10.3759 eV
  c1, c2 = 0.1859, 0.8774
  net 1, 2 = 0.0691, 1.5395
  overlap population = 0.3914
  gross 1, 2 = 0.2648, 1.7352
Random Hamiltonians tested = 3000
  with a negative gross population = 429
Three-function case: electrons on grid = 4.0000
  gross populations = 3.0098, 0.2963, 0.6940
  atom A, atom B = 3.3060, 0.6940
```
